# When level broadening removes the symmetric double well of electron transfer

## A small push at the midpoint

Consider one electronic level on an ion near a metal. A solvent coordinate $q$ describes the surrounding polarisation, scaled so that $q=0$ suits an empty level and $q=1$ a filled one. In the symmetric case the level sits at the Fermi energy when $q=1/2$, and it is then half filled.

Push the solvent from $1/2$ to $1/2+x$, with $x$ small. The level falls by $2\lambda x$, where $\lambda$ is the reorganisation energy. A level broadened into a Lorentzian of half-width $\Delta$ has density of states $1/(\pi\Delta)$ at its centre, so its occupation rises by

$$\delta n=\frac{2\lambda x}{\pi\Delta}.$$

The solvent is in equilibrium with occupation $n$ when $q=n$. If $\delta n>x$, the solvent is drawn further from the midpoint, which is therefore unstable, with a well on either side. If $\delta n<x$, the solvent returns. The change occurs at

$$\Delta_c=\frac{2\lambda}{\pi}.$$

This argument is local. It does not yet exclude wells far from the midpoint, and it gives no barrier. Both need the whole energy curve.

## Model and conventions

The Hamiltonian at fixed $q$ is

$$H=\varepsilon_0c^\dagger c+\sum_k\varepsilon_kc_k^\dagger c_k+\sum_k(V_kc^\dagger c_k+V_k^*c_k^\dagger c)+\lambda q^2-2\lambda q\,c^\dagger c .$$

The solvent is classical, and its kinetic energy is omitted from the energy curve. The electrons are at zero temperature, follow $q$ adiabatically, and have Fermi energy zero. There is one spinless orbital.

The factor 2 in the coupling follows from the scaling of $q$. A harmonic coordinate $X$ with linear coupling has energy $KX^2/2-\gamma Xn$. Setting $X=\gamma q/K$ gives

$$\frac{\gamma^2}{2K}q^2-\frac{\gamma^2}{K}qn=\lambda q^2-2\lambda qn,\qquad \lambda=\frac{\gamma^2}{2K}.$$

Without hybridisation, the empty and filled levels have energies

$$U_0=\lambda q^2,\qquad U_1=\lambda q^2+\varepsilon_0-2\lambda q=\lambda(q-1)^2+\varepsilon_0-\lambda .$$

Their minima are equal when $\varepsilon_0=\lambda$. This defines the symmetric case, in which the level energy is

$$\varepsilon(q)=\varepsilon_0-2\lambda q=\lambda(1-2q).$$

On either parabola, moving from its own minimum to the position of the other costs $\lambda$, which is the meaning of reorganisation energy used here.

## Occupation of the broadened level

Let $G(E)$ be the level's diagonal resolvent element and $G_k$ the element connecting it to band state $k$. The equations for the resolvent are

$$(E-\varepsilon)G-\sum_kV_kG_k=1,\qquad (E-\varepsilon_k)G_k=V_k^*G .$$

Eliminating $G_k$ gives

$$G(E)=\left[E-\varepsilon-\sum_k\frac{|V_k|^2}{E-\varepsilon_k}\right]^{-1}.$$

For $E$ just above the real axis the sum becomes $\Lambda(E)-i\Delta$, with

$$\Delta=\pi\sum_k|V_k|^2\delta(E-\varepsilon_k).$$

For constant $\Delta$ in a band from $-D$ to $D$, the real part is

$$\Lambda(E)=\frac{\Delta}{\pi}\ln\left|\frac{D+E}{D-E}\right| .$$

It vanishes at fixed $E$ as $D\to\infty$. This is the wide-band limit. The density of states $-\mathrm{Im}\,G/\pi$ is then

$$\rho(E)=\frac{1}{\pi}\frac{\Delta}{(E-\varepsilon)^2+\Delta^2}.$$

Thus $\Delta$ is the half-width at half-maximum. An implementation that stores the full width $\Gamma=2\Delta$ must use the threshold $\Gamma_c=4\lambda/\pi$.

Filling the states below zero gives

$$n(\varepsilon)=\frac1\pi\left[\arctan\frac{E-\varepsilon}{\Delta}\right]_{-\infty}^{0}
=\frac12-\frac1\pi\arctan\frac{\varepsilon}{\Delta}.$$

## The energy curve

At fixed Fermi energy, the Hellmann-Feynman theorem gives $dE_{\rm el}/d\varepsilon=n$, because $\varepsilon$ multiplies $c^\dagger c$ in $H$. Integration by parts, with $n'=-(\Delta/\pi)/(\varepsilon^2+\Delta^2)$, yields

$$E_{\rm el}=\varepsilon n-\int\varepsilon n'\,d\varepsilon
=\varepsilon n+\frac{\Delta}{2\pi}\ln(\varepsilon^2+\Delta^2)+C .$$

The constant $C$ depends on the band but not on $q$.

The total energy is $E(q)=\lambda q^2+E_{\rm el}(\varepsilon(q))$. Since $d\varepsilon/dq=-2\lambda$,

$$\frac{dE}{dq}=2\lambda(q-n).$$

Every stationary point therefore satisfies $q=n$. Define $y=2q-1$, so that $\varepsilon=-\lambda y$. Then $q-1/2=y/2$ and $n-1/2=\arctan(\lambda y/\Delta)/\pi$. Because $dq/dy=1/2$,

$$\frac{dE}{dy}=\frac{\lambda}{2}F(y),\qquad F(y)=y-\frac2\pi\arctan(ay),\qquad a=\frac{\lambda}{\Delta}.$$

## Proof for the whole curve

Let $g=\Delta_c/\Delta=2\lambda/(\pi\Delta)$. The derivatives of $F$ are

$$F'(y)=1-\frac{g}{1+a^2y^2},\qquad
F''(y)=\frac{2ga^2y}{(1+a^2y^2)^2}.$$

$F$ is odd, so it suffices to study $y>0$, where $F''>0$.

If $g\leq1$, then $F'(0)=1-g\geq0$, and $F'$ increases with $y$. Hence $F>0$ for all $y>0$. The energy rises on both sides of the midpoint, and there is one minimum.

If $g>1$, $F$ starts from zero with negative slope. At $y=1$ it is positive, because $\arctan a<\pi/2$. A strictly convex function that starts at zero, first falls and later becomes positive has one further zero. Call it $y_*$. There $dE/dy$ changes from negative to positive, so $y_*$ is a minimum. By symmetry $-y_*$ is another, and $y=0$ is a maximum.

The symmetric double well therefore exists if and only if $\Delta<2\lambda/\pi$. At equality the quadratic term vanishes. Using $\arctan u=u-u^3/3+\cdots$ and $a=\pi/2$,

$$E(y)-E(0)=\frac{\lambda\pi^2}{96}y^4+\cdots ,$$

which is a single quartic minimum.

The curvature in $q$ is

$$\frac{d^2E}{dq^2}=2\lambda\left[1-\frac{2\lambda}{\pi}\frac{\Delta}{\varepsilon^2+\Delta^2}\right].$$

It is lowest at $\varepsilon=0$, where it equals $2\lambda(1-g)$.

A diagonalisation with explicit band levels tests this result without using the Lorentzian formulas. It uses $\lambda=1$ eV and 241 levels between $-1000$ and $1000$ eV. The levels are graded so that their spacing near the Fermi energy is far below $\Delta$, and each $|V_k|^2$ is proportional to the local spacing; an even mesh of this size cannot resolve the level. The central curvature changes sign at 0.6368 eV; the formula gives 0.6366 eV. Roughly doubling the number of levels moves the numerical value by 0.02 meV. The same calculation finds two minima at $0.9\Delta_c$ and one at $1.1\Delta_c$.

## Barrier and its two limits

Integrating $dE/dy$ from the midpoint gives

$$E(y)-E(0)=\frac{\lambda y^2}{4}-\frac{\lambda y}{\pi}\arctan(ay)+\frac{\Delta}{2\pi}\ln(1+a^2y^2).$$

At the minimum $\arctan(ay_*)=\pi y_*/2$, so the second term is $-\lambda y_*^2/2$. The barrier $B=E(0)-E(y_*)$ is

$$B=\frac{\lambda y_*^2}{4}-\frac{\Delta}{2\pi}\ln\left(1+\frac{\lambda^2y_*^2}{\Delta^2}\right).$$

A table of barriers needs no root search. Choose $0<y_*<1$ and invert the stationarity condition. Since $1+\tan^2u=1/\cos^2u$,

$$\Delta=\frac{\lambda y_*}{\tan(\pi y_*/2)},\qquad
B=\frac{\lambda y_*^2}{4}+\frac{\Delta}{\pi}\ln\cos\frac{\pi y_*}{2}.$$

**Narrow level.** For $\Delta\ll\lambda$, $1-y_*=(2/\pi)\arctan(\Delta/\lambda y_*)\approx2\Delta/(\pi\lambda)$. The first term of $B$ becomes $\lambda/4-\Delta/\pi$, and the logarithm becomes $2\ln(\lambda/\Delta)$. Hence

$$B\approx\frac{\lambda}{4}-\frac{\Delta}{\pi}\left(1+\ln\frac{\lambda}{\Delta}\right).$$

The limit $\lambda/4$ is the height at which the two parabolas cross.

**Near threshold.** With $a=\pi g/2$, expansion of the arctangent gives

$$\frac{dE}{dy}\approx\frac{\lambda}{2}\left[-(g-1)y+\frac{\pi^2g^3}{12}y^3\right],\qquad
y_*^2\approx\frac{12(g-1)}{\pi^2g^3}.$$

Integration gives $B\approx\lambda(g-1)y_*^2/8$, and therefore

$$B\approx\frac{3\lambda(g-1)^2}{2\pi^2g^3}.$$

The barrier vanishes quadratically, while the well separation vanishes as a square root. For $\lambda=1$ eV and $\Delta=0.9\Delta_c$, the full formula gives 1.55 meV and the expansion 1.37 meV. Relative to the full formula, the expansion is in error by 1.2% at $0.99\Delta_c$ and 0.12% at $0.999\Delta_c$.

Close to threshold the two terms of the full formula are each of order $g-1$, but their difference is of order $(g-1)^2$. Code should evaluate the logarithm with a `log1p` function, and the search for $y_*$ must exclude the root at zero.

## Bias

Let a bias $\delta$ raise the level, so that $\varepsilon=\lambda(1-2q)+\delta$. Then $q=(\lambda+\delta-\varepsilon)/(2\lambda)$, and $q=n$ becomes

$$\delta=f(\varepsilon),\qquad f(\varepsilon)=\varepsilon-\Delta_c\arctan\frac{\varepsilon}{\Delta}.$$

Its derivative is

$$f'(\varepsilon)=1-\frac{\Delta_c\Delta}{\varepsilon^2+\Delta^2}.$$

For $\Delta\geq\Delta_c$, $f$ increases throughout and each bias has one solution. Bias cannot restore a second well.

For $\Delta<\Delta_c$, the turning points are at $\varepsilon=\pm s$, with $s^2=\Delta(\Delta_c-\Delta)$. Three solutions, and hence two wells, exist when

$$|\delta|<\delta_s=\Delta_c\arctan\frac{s}{\Delta}-s .$$

## Worked example: an iron couple at a metal probe

The example takes the Fe³⁺/Fe²⁺ couple in a ferric chloride etch bath at 50 °C, at a metal probe of redox potential. The parameters are assumed for illustration, and the contact width in particular may be much smaller for an ion that keeps its water shell: $\lambda=1$ eV, $\Delta=1$ eV at contact, and a decay of $\Delta$ by $10\ \mathrm{nm^{-1}}$. The ion is 0.3 nm beyond contact. Hence

$$\Delta=(1\ \mathrm{eV})e^{-10\times0.3}=0.0498\ \mathrm{eV},\qquad
g=\frac{0.6366}{0.0498}\approx12.8 .$$

The stationarity condition gives $y_*=0.967$, so the wells lie at $q=0.016$ and $0.984$. The barrier is

$$B=\frac{0.9673^2}{4}-\frac{0.0498}{2\pi}\ln(1+19.4^2)
\approx0.234-0.047=0.187\ \mathrm{eV}.$$

This is 18.0 kJ/mol. Diagonalisation gives the same barrier to the digits shown. The narrow-level expansion gives $0.250-0.063=0.187$ eV, so it is already adequate here.

With $kT=0.0278$ eV, the barrier is $6.7\,kT$. Broadening lowers it by 0.063 eV from $\lambda/4$. At a fixed rate prefactor, and with the electrons kept at zero temperature, this raises the activation factor by $e^{0.063/0.0278}$, or about ten. Warm electrons, treated below, reduce the gain to about six, because they lower the barrier of a very narrow level more than that of a broadened one.

The width reaches $\Delta_c$ at

$$d_c=\frac{\ln(1/0.6366)}{10\ \mathrm{nm^{-1}}}=0.045\ \mathrm{nm}.$$

The barrier has already fallen to $kT$ at $\Delta=0.378$ eV, or $0.59\Delta_c$, which is reached at 0.097 nm. An activated rate law therefore loses its basis well before the double well disappears. Neither distance is a resolved molecular position: both are smaller than a water molecule.

For the ion at 0.3 nm, $s=0.171$ eV and $\delta_s=0.65$ eV. A tenfold concentration ratio shifts an ideal equilibrium potential by $kT\ln10/e\approx0.064$ V. The corresponding level shift is far below $\delta_s$, so the second well survives, although the wells are no longer equal.

## Corrections and failure of the assumptions

**Warm electrons.** At temperature $T$, the energy curve becomes a free-energy curve. Integration by parts gives $-dn/d\varepsilon=\int\rho(-f_F')\,dE$, where $f_F$ is the Fermi function. At the midpoint the threshold condition is

$$2\lambda\int\rho(E)\,[-f_F'(E)]\,dE=1 .$$

The low-temperature expansion of the integral is $\rho(0)+(\pi^2/6)(kT)^2\rho''(0)$, with $\rho''(0)=-2/(\pi\Delta^3)$. To leading order,

$$\Delta_c(T)\approx\Delta_c\left[1-\frac{\pi^2(kT)^2}{3\Delta_c^2}\right].$$

At 50 °C the threshold falls from 0.637 to 0.633 eV.

The barrier of the worked example is affected more, because $kT$ is there about half of $\Delta$. Integrating $n=\int\rho f_F\,dE$ over $\varepsilon$ shows that warming changes the electronic free energy by

$$-kT\int\rho(E)\ln\left(1+e^{-|E|/kT}\right)dE .$$

Since $\rho$ integrates to one, this lies between $-kT\ln2$ and zero. It is largest in size at the midpoint, where the level is centred on the Fermi energy. The barrier of 0.187 eV is therefore lowered, by less than $kT\ln2=0.019$ eV. Numerical integration gives a drop of 0.006 eV, to 0.181 eV. A very narrow level loses almost the full $kT\ln2$, leaving 0.231 eV. The gain from broadening is then $e^{0.050/0.0278}$, or about six.

**Finite band.** For $|E|\ll D$, $\Lambda\approx2\Delta E/(\pi D)$. At $\varepsilon=0$ this gives $G\approx1/(bE+i\Delta)$, with $b=1-2\Delta/(\pi D)$. Since $\partial G/\partial\varepsilon=G^2$ and the integral below is dominated by $|E|$ of order $\Delta$,

$$\frac{dn}{d\varepsilon}=-\frac1\pi\mathrm{Im}\int_{-\infty}^0G^2dE\approx-\frac{1}{\pi b\Delta}.$$

The response is larger than in the wide band, and the threshold rises to approximately $\Delta_c[1+2\Delta_c/(\pi D)]$. For $D=5$ eV this gives 0.688 eV, in agreement with diagonalisation. The response above is reliable only to first order in $\Delta/D$: solving $2\lambda/(\pi b\Delta)=1$ without expanding gives 0.699 eV, which overshoots.

**Image charge.** A charged sphere of radius $r$, centred a distance $z$ from a metal in a medium of permittivity $\epsilon$, has approximate energy $e^2(1/r-1/2z)/(8\pi\epsilon_0\epsilon)$. The difference between the fast and static permittivities gives the outer-sphere contribution

$$\lambda_{\rm out}=\frac{e^2}{8\pi\epsilon_0}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\right)\left(\frac1r-\frac1{2z}\right).$$

With $r=0.35$ nm, $\epsilon_\infty=1.8$, $\epsilon_s=78$ and $z=r+d$, it falls from 0.82 eV at the ion to 0.56 eV at contact. The critical width then falls by 0.16 eV, to about 0.47 eV at contact if $\lambda=1$ eV applies at the ion. This moves $d_c$ outward, to somewhere between 0.045 and 0.075 nm. The values at contact assume that the charge stays evenly spread over the sphere. On a conducting sphere it would shift towards the metal, and $\lambda_{\rm out}$ would fall much further at contact.

**Orbital degeneracy.** High-spin Fe³⁺ has a half-filled d shell, so an added electron has one spin direction relative to the ion. This motivates a spinless level but leaves several orbitals. Take three equivalent orbitals without repulsion, and retune the level to $\varepsilon_0=3\lambda$, so that all three are half filled at the new midpoint $q=3/2$. The response in the opening argument is then tripled and the threshold becomes $6\lambda/\pi$, or 1.91 eV. For narrow levels, however, the two wells of this model hold nearly zero and three added electrons, not the zero and one of the iron couple. Real d electrons repel strongly, which opposes such a triple transfer, so the figure is not a prediction for iron.

**Solvent dynamics.** Adiabatic following requires the level to cross its width slowly compared with $\hbar/\Delta$, or $2\lambda\hbar|\dot q|\ll\Delta^2$. For a mode of frequency $\omega$, the thermal velocity is $\omega\sqrt{kT/2\lambda}$, and the condition becomes

$$\hbar\omega\sqrt{2\lambda kT}\ll\Delta^2 .$$

For a slow solvent quantum of 0.005 eV, the two sides are 0.0012 and 0.0025 eV², so the condition is only marginally met. For a metal-oxygen stretch of 0.06 eV, the left side is 0.014 eV², and the condition fails.

Tunnelling is judged from the inverted barrier. Its frequency is $\omega\sqrt{g-1}$, because the curvatures at the barrier and of the diabatic wells have ratio $-(g-1)$. A periodic imaginary-time path fits within $\hbar/kT$ below

$$T_x=\frac{\hbar\omega\sqrt{g-1}}{2\pi k}.$$

This gives 32 K for the slow mode, if it carries all of $\lambda$. The formula assumes cold electrons that follow adiabatically. Warmth and delay both weaken the electronic response, so 32 K is an upper estimate, and a classical treatment of that mode is reasonable at 323 K. For the stretch the formula would give 380 K, but neither assumption holds there, and the true crossover is much lower. A classical treatment of a stretch carrying most of $\lambda$ is still unsafe, for a simpler reason: its quantum of 0.06 eV is about twice $kT$.

**The real bath.** All energies and the decay constant above are rough. Iron in a chloride bath also forms chloride complexes, whose $\lambda$ and distance of approach can differ from those of the hydrated ion. The estimated threshold shifts leave $\Delta=0.05$ eV far below $\Delta_c$, so within this model the double well of the distant ion is robust. Its barrier and rate are less secure, because adiabatic following is marginal. For an ion or adsorbate at contact, where $\Delta$ and $\Delta_c$ are comparable, orbital structure and repulsion must be treated before the presence or absence of two wells can be decided. The remaining values are in the numerical output.

## Numbers as computed

```
Reorganisation energy lambda: 1.00 eV
Half-width Delta at contact: 1.00 eV
Decay constant of Delta: 10.0 1/nm
Distance of ion beyond contact: 0.30 nm
Temperature: 323.15 K
Thermal energy kT: 0.0278 eV
Critical half-width 2 lambda/pi: 0.6366 eV
Critical half-width, diagonalisation: 0.6368 eV
Shift on doubling band levels: 0.019 meV
Wells at 0.9 and 1.1 of critical width: 2 1
Half-width Delta at the ion: 0.0498 eV
Ratio g = critical width / Delta: 12.79
Curvature at q=1/2, formula: -23.574 eV
Curvature at q=1/2, diagonalisation: -23.446 eV
Displacement y of the wells: 0.9673
Left well q: 0.0164
Right well q: 0.9836
Barrier, formula: 0.1869 eV
Barrier, diagonalisation: 0.1869 eV
Barrier, converted: 18.03 kJ/mol
Barrier / kT: 6.71
Barrier without level width, lambda/4: 0.2500 eV
Barrier at 0.9 of critical width: 1.552 meV
Near-threshold law at 0.9 of critical width: 1.368 meV
Near-threshold law, error at 0.99: 1.199 %
Near-threshold law, error at 0.999: 0.120 %
Half-width where barrier = kT: 0.3775 eV
That half-width / critical: 0.593
Distance where double well vanishes: 0.0452 nm
Distance where barrier = kT: 0.0974 nm
Bias that removes the second well: 0.6486 eV
Critical half-width, warm electrons: 0.6327 eV
Critical half-width, warm, expansion: 0.6326 eV
Half-width of finite band: 5.0 eV
Critical half-width, finite band: 0.6876 eV
Critical half-width, 3 orbitals, no repulsion: 1.9121 eV
Ion radius for image estimate: 0.35 nm
Fast permittivity of water: 1.8
Static permittivity of water: 78.0
Outer-sphere lambda at the ion: 0.816 eV
Outer-sphere lambda at contact: 0.558 eV
Fall of critical width, ion to contact: 0.164 eV
Slow solvent quantum: 0.005 eV
Fast stretch quantum: 0.060 eV
Delta / slow quantum: 9.96
Delta / fast quantum: 0.83
Tunnelling crossover, slow mode: 31.7 K
Tunnelling crossover, fast mode: 380.4 K
```
